**Thickness-induced spread of a confined level**

For a hard-wall film of mean thickness $L_0$, thickness standard deviation $s$ and ground level $E_0$ at $L_0$, the program tests the first-order energy spread $2E_0s/L_0$ and its Gaussian correction factor $1+33(s/L_0)^2/4$. It asserts that finite-difference levels reproduce the hard-wall energies and thickness slope, and that an ensemble of diagonalized films reproduces the corrected spread and mean shift. Further assertions cover the variance coefficients of Gaussian and rectangular distributions, the divergent tail at zero thickness, and the density spread at low filling. The finite-barrier level is compared with a variable-mass grid, the image series with a solution of the electrostatic boundary conditions, and a level in a strong field with an Airy-function condition. For a 5 nm film with a confining mass of 0.3 electron masses and a thickness deviation of 0.2 nm, the output gives 4.01 meV to first order and 4.06 meV for the full ensemble. With rough device parameters, finite barriers lower the first-order spread by 26%, while unscreened image charges raise it by 19%. In a transverse field the spread also depends on whether the midplane or a face is held at fixed potential.

## Check in Python

```python
# Result under test: a hard-wall film of mean thickness L0 and thickness
# standard deviation s has a ground-level spread 2*E0*s/L0 to first order,
# where E0 = hbar^2 pi^2/(2 m L0^2). For a Gaussian cut far from zero
# thickness, the next factor is 1 + 33*(s/L0)^2/4.
# Internal units: energy eV, length nm, field V/nm; masses in electron masses.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy

L0, s, mass, temperature = 5.0, 0.2, 0.3, 300.0
r = s / L0
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
kT = const.k * temperature / const.e
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def hard_level(width, number=1, m=mass):
    return kinetic * np.pi**2 * number**2 / (m * width**2)


def grid_levels(width, field=0.0, count=1, points=600):
    # The potential is zero at the left face and field*z inside.
    step = width / (points + 1)
    z = step * np.arange(1, points + 1)
    hop = kinetic / (mass * step**2)
    return eigh_tridiagonal(2 * hop + field * z,
                            -hop * np.ones(points - 1),
                            eigvals_only=True, select='i',
                            select_range=(0, count - 1))


def slope(function, width=L0, change=0.01):
    return (function(width + change) - function(width - change)) / (2 * change)


def linear_spread(function):
    return s * abs(slope(function))


def gaussian_nodes(cut):
    x, w = np.polynomial.legendre.leggauss(60)
    u = cut * x
    w = w * np.exp(-u**2 / 2)
    return u, w / w.sum()


def mean_and_std(values, weights):
    mean = np.dot(weights, values)
    return mean, np.sqrt(np.dot(weights, (values - mean)**2))


# Levels and thickness slope from diagonalization.
E0 = hard_level(L0)
for width in (4.5, 5.0, 5.5):
    numerical = grid_levels(width, count=2)
    expected = np.array([hard_level(width, n) for n in (1, 2)])
    assert np.allclose(numerical, expected, rtol=3e-5)
grid_slope = slope(lambda width: grid_levels(width)[0])
assert np.isclose(grid_slope, -2 * E0 / L0, rtol=1e-4)

# Full ensemble: each energy comes from a diagonalized film.
u, weights = gaussian_nodes(5.0)
widths = L0 + s * u
energies = np.array([grid_levels(width)[0] for width in widths])
mean_energy, full_spread = mean_and_std(energies, weights)
first_spread = 2 * E0 * r
second_spread = first_spread * (1 + 33 * r**2 / 4)
assert np.isclose(full_spread, second_spread, rtol=1e-3)
assert np.isclose(mean_energy - E0, 3 * r**2 * E0, rtol=0.02)

# Fourth-order variance coefficients for two thickness distributions.
small = 0.01
u8, w8 = gaussian_nodes(8.0)
_, deviation = mean_and_std((1 + small * u8)**-2, w8)
gauss_coefficient = (deviation**2 - 4 * small**2) / small**4
assert abs(gauss_coefficient - (25 * 3 - 9)) < 0.3
flat_x, flat_w = np.polynomial.legendre.leggauss(60)
flat_w = flat_w / 2
_, deviation = mean_and_std((1 + np.sqrt(3) * small * flat_x)**-2, flat_w)
flat_coefficient = (deviation**2 - 4 * small**2) / small**4
assert abs(flat_coefficient - (25 * 9 / 5 - 9)) < 0.3
flat_energies = hard_level(L0 + np.sqrt(3) * s * flat_x)
_, flat_spread = mean_and_std(flat_energies, flat_w)

# The uncut Gaussian diverges at zero thickness. Find the cutoff at which
# its forbidden tail contributes as much variance as the whole result.
mp.mp.dps = 30
density_zero = mp.exp(-mp.mpf(L0 / s)**2 / 2) / (s * mp.sqrt(2 * mp.pi))
tail_cut = (density_zero * E0**2 * L0**4 / (3 * full_spread**2))**(mp.mpf(1) / 3)


def tail_integrand(width):
    density = mp.exp(-((width - L0) / s)**2 / 2) / (s * mp.sqrt(2 * mp.pi))
    return density * (E0 * L0**2 / width**2)**2


tail = mp.quad(tail_integrand, [tail_cut * 10**j for j in range(4)])
assert abs(tail / full_spread**2 - 1) < 1e-6

# Room-temperature density at fixed chemical potential, all levels included.
chemical_potential = -0.15
densities = np.zeros_like(widths)
partition = np.zeros_like(widths)
for number in range(1, 9):
    levels = hard_level(widths, number)
    densities += np.log1p(np.exp((chemical_potential - levels) / kT))
    partition += np.exp(-levels / kT)
density_mean, density_std = mean_and_std(densities, weights)
density_spread = density_std / density_mean
assert np.isclose(density_spread, full_spread / kT, rtol=0.05)
_, thermal_spread = mean_and_std(-kT * np.log(partition), weights)
states = mass / (2 * np.pi * kinetic)  # one valley, two spins, per eV nm^2
degenerate_density = states * quad(lambda e: 1 / (1 + np.exp(e / kT)),
                                  0, 40 * kT)[0] * 1e14
assert np.isclose(degenerate_density, states * kT * np.log(2) * 1e14, rtol=1e-7)

# Finite barriers: matching condition against a variable-mass grid.
barrier, barrier_mass = 3.0, 0.5


def finite_level(width):
    def mismatch(energy):
        k = np.sqrt(mass * energy / kinetic)
        decay = np.sqrt(barrier_mass * (barrier - energy) / kinetic)
        return (k / mass * np.sin(k * width / 2)
                - decay / barrier_mass * np.cos(k * width / 2))
    return brentq(mismatch, 1e-7, hard_level(width), xtol=1e-13)


step, padding, inside = 0.005, 300, 1000
masses = np.r_[np.full(padding, barrier_mass), np.full(inside, mass),
               np.full(padding, barrier_mass)]
potential = np.r_[np.full(padding, barrier), np.zeros(inside),
                  np.full(padding, barrier)]
faces = 2 / (masses[:-1] + masses[1:])
left = np.r_[1 / barrier_mass, faces]
right = np.r_[faces, 1 / barrier_mass]
barrier_grid = eigh_tridiagonal(kinetic / step**2 * (left + right) + potential,
                                -kinetic / step**2 * faces, eigvals_only=True,
                                select='i', select_range=(0, 0))[0]
finite_energy = finite_level(L0)
assert np.isclose(finite_energy, barrier_grid, rtol=2e-3)
finite_spread = linear_spread(finite_level)
effective_width = np.sqrt(kinetic * np.pi**2 / (mass * finite_energy))

# Image self-energy for a film between media of lower permittivity.
eps_film, eps_out = 12.0, 4.0
contrast = (eps_film - eps_out) / (eps_film + eps_out)


def image_energy(z, width):
    total = 0.0
    for n in range(1, 61):
        if n % 2 == 0:
            total += 2 * contrast**n / (n * width)
        else:
            total += contrast**n * (1 / (n * width - 2 * z)
                                    + 1 / (n * width + 2 * z))
    return coulomb * total / (2 * eps_film)


def boundary_integrand(k, z, width):
    # Unknowns: two induced waves in the film and one wave outside each face.
    half = width / 2
    top = np.exp(-k * (half - z)) / (2 * eps_film)
    bottom = np.exp(-k * (half + z)) / (2 * eps_film)
    f = np.exp(-k * width)
    matrix = np.array([[1, f, -1, 0],
                       [eps_film, -eps_film * f, eps_out, 0],
                       [f, 1, 0, -1],
                       [eps_film * f, -eps_film, 0, -eps_out]])
    source = np.array([-top, eps_film * top, -bottom, -eps_film * bottom])
    a, b, _, _ = np.linalg.solve(matrix, source)
    return a * np.exp(k * (z - half)) + b * np.exp(-k * (z + half))


boundary_energy = coulomb * quad(boundary_integrand, 0, 15, args=(1.0, L0))[0]
assert np.isclose(boundary_energy, image_energy(1.0, L0), rtol=1e-5)


def mean_image(width):
    return quad(lambda z: 2 / width * np.cos(np.pi * z / width)**2
                * image_energy(z, width), -width / 2, width / 2)[0]


image_mean = mean_image(L0)
image_spread = linear_spread(lambda width: hard_level(width) + mean_image(width))

# Transverse fields: 1 MV/cm equals 0.1 V/nm.
weak, strong = 0.01, 0.05
middle_weak = linear_spread(lambda w: grid_levels(w, weak)[0] - weak * w / 2)
face_weak = linear_spread(lambda w: grid_levels(w, weak)[0])
face_strong = linear_spread(lambda w: grid_levels(w, strong)[0])
strong_energy = grid_levels(L0, strong)[0]


def airy_mismatch(energy):
    length = (kinetic / (mass * strong))**(1 / 3)
    ai0, _, bi0, _ = airy(-energy / (strong * length))
    ai1, _, bi1, _ = airy((L0 - energy / strong) / length)
    return ai0 * bi1 - ai1 * bi0


airy_energy = brentq(airy_mismatch, 0.97 * strong_energy, 1.03 * strong_energy)
assert np.isclose(airy_energy, strong_energy, rtol=3e-5)

# Nonparabolic band: energy*(1 + alpha*energy) equals the parabolic energy.
alpha = 0.5


def nonparabolic_level(width):
    return (np.sqrt(1 + 4 * alpha * hard_level(width)) - 1) / (2 * alpha)


nonparabolic_spread = linear_spread(nonparabolic_level)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Mean thickness", L0, "nm", 1)
show("Thickness standard deviation", s, "nm", 1)
show("Confining mass", mass, "electron masses", 1)
show("Relative thickness spread", 100 * r, "%", 1)
show("hbar^2/(2 electron mass)", kinetic, "eV nm^2", 6)
show("Ground level at mean thickness", 1000 * E0, "meV")
show("Second minus first level", 1000 * (hard_level(L0, 2) - E0), "meV", 1)
show("Level slope from diagonalization", 1000 * grid_slope, "meV/nm", 2)
show("First-order energy spread", 1000 * first_spread, "meV")
show("Spread with next correction", 1000 * second_spread, "meV")
show("Full ensemble energy spread", 1000 * full_spread, "meV")
show("Full ensemble energy spread", full_spread, "eV", 5)
show("Mean level shift", 1000 * (mean_energy - E0), "meV")
show("Level at minus one deviation", 1000 * hard_level(L0 - s), "meV", 2)
show("Level at plus one deviation", 1000 * hard_level(L0 + s), "meV", 2)
show("Spread, rectangular distribution", 1000 * flat_spread, "meV")
show("Gaussian variance coefficient", gauss_coefficient, "(dimensionless)", 2)
show("Rectangular variance coefficient", flat_coefficient, "(dimensionless)", 2)
print("Gaussian tail cutoff:", mp.nstr(tail_cut, 3), "nm")
show("Temperature", temperature, "K", 0)
show("Thermal energy", 1000 * kT, "meV", 2)
show("Chemical potential from band edge", 1000 * chemical_potential, "meV", 0)
show("Relative density spread", 100 * density_spread, "%", 2)
show("Thermal multisubband spread", 1000 * thermal_spread, "meV")
print(f"Density at degeneracy onset: {degenerate_density:.2e} cm^-2")
show("Rough barrier height", barrier, "eV", 1)
show("Rough barrier mass", barrier_mass, "electron masses", 1)
show("Finite-barrier ground level", 1000 * finite_energy, "meV", 2)
show("Finite-barrier effective width", effective_width, "nm", 2)
show("Finite-barrier linear spread", 1000 * finite_spread, "meV", 2)
show("Finite-barrier spread change", 100 * (finite_spread / first_spread - 1), "%", 1)
show("Rough film permittivity", eps_film, "(relative)", 0)
show("Rough outside permittivity", eps_out, "(relative)", 0)
show("Mean image energy", 1000 * image_mean, "meV", 2)
show("Linear spread with image energy", 1000 * image_spread, "meV", 2)
show("Image spread change", 100 * (image_spread / first_spread - 1), "%", 1)
show("Weak transverse field", 10 * weak, "MV/cm", 1)
show("Weak-field spread, midplane fixed", 1000 * middle_weak, "meV", 2)
show("Weak-field spread, face fixed", 1000 * face_weak, "meV", 2)
show("Strong transverse field", 10 * strong, "MV/cm", 1)
show("Strong-field spread, face fixed", 1000 * face_strong, "meV", 2)
show("Rough nonparabolicity", alpha, "1/eV", 1)
show("Nonparabolic linear spread", 1000 * nonparabolic_spread, "meV", 2)
for other_mass in (0.2, 0.9):
    other_energy = hard_level(L0, m=other_mass)
    other_spread = linear_spread(lambda w: hard_level(w, m=other_mass))
    show(f"Ground level for mass {other_mass}", 1000 * other_energy, "meV", 2)
    show(f"Linear spread for mass {other_mass}", 1000 * other_spread, "meV", 2)
print("finished without a failed check")
```

Output:

```
Mean thickness: 5.0 nm
Thickness standard deviation: 0.2 nm
Confining mass: 0.3 electron masses
Relative thickness spread: 4.0 %
hbar^2/(2 electron mass): 0.038100 eV nm^2
Ground level at mean thickness: 50.137 meV
Second minus first level: 150.4 meV
Level slope from diagonalization: -20.06 meV/nm
First-order energy spread: 4.011 meV
Spread with next correction: 4.064 meV
Full ensemble energy spread: 4.065 meV
Full ensemble energy spread: 0.00406 eV
Mean level shift: 0.242 meV
Level at minus one deviation: 54.40 meV
Level at plus one deviation: 46.35 meV
Spread, rectangular distribution: 4.040 meV
Gaussian variance coefficient: 66.10 (dimensionless)
Rectangular variance coefficient: 36.02 (dimensionless)
Gaussian tail cutoff: 2.3e-44 nm
Temperature: 300 K
Thermal energy: 25.85 meV
Chemical potential from band edge: -150 meV
Relative density spread: 15.53 %
Thermal multisubband spread: 4.101 meV
Density at degeneracy onset: 2.25e+12 cm^-2
Rough barrier height: 3.0 eV
Rough barrier mass: 0.5 electron masses
Finite-barrier ground level: 40.97 meV
Finite-barrier effective width: 5.53 nm
Finite-barrier linear spread: 2.96 meV
Finite-barrier spread change: -26.1 %
Rough film permittivity: 12 (relative)
Rough outside permittivity: 4 (relative)
Mean image energy: 19.28 meV
Linear spread with image energy: 4.78 meV
Image spread change: 19.2 %
Weak transverse field: 0.1 MV/cm
Weak-field spread, midplane fixed: 4.10 meV
Weak-field spread, face fixed: 3.10 meV
Strong transverse field: 0.5 MV/cm
Strong-field spread, face fixed: 0.95 meV
Rough nonparabolicity: 0.5 1/eV
Nonparabolic linear spread: 3.82 meV
Ground level for mass 0.2: 75.21 meV
Linear spread for mass 0.2: 6.02 meV
Ground level for mass 0.9: 16.71 meV
Linear spread for mass 0.9: 1.34 meV
finished without a failed check
```
